# Second Virial Coefficient from Phase Shifts, Continuous at a Bound-State Threshold: verification in Python

```python
"""Beth-Uhlenbeck second virial coefficient and its continuity at threshold.

Result under test, for each partial wave l of the relative motion:
  Delta_l = Tr[exp(-beta H_l) - exp(-beta H0_l)]
          = sum_n (exp(-beta E_n) - 1)
            + (beta/pi) * integral of delta_l(E) exp(-beta E) dE,
which away from threshold equals
  sum_n exp(-beta E_n) + (1/pi) * integral of delta_l'(k) exp(-beta k^2) dk.
For spinless bosons
  B2 = -lambda^3 [2^(-5/2) + 2^(3/2) sum_even_l (2l+1) Delta_l].

Units: length d (range of the well), energy eps = hbar^2/(m d^2), so E = k^2.
depth = g^2 is the well depth, beta = eps/(k_B T), lambda^2 = 2 pi beta.
The independent road is diagonalization in a sphere of radius BOX.
"""
from functools import lru_cache
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import (spherical_jn, spherical_yn, spherical_kn,
                           erf, ive)

PI = np.pi
BOX = 10.0
LMAX = 10


def riccati(l, x):
    """x j_l, its derivative, x y_l, its derivative."""
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    return (x * j, j + x * spherical_jn(l, x, derivative=True),
            x * y, y + x * spherical_yn(l, x, derivative=True))


def bessel_zeros(l):
    x = np.arange(0.5, 80.0, 0.1)
    f = spherical_jn(l, x)
    hits = np.where(f[:-1] * f[1:] < 0)[0]
    return np.array([brentq(lambda t: spherical_jn(l, t), x[i], x[i + 1])
                     for i in hits])


ZEROS = [bessel_zeros(l) for l in range(LMAX + 1)]


def free_phase(l, x):
    """Continuous phase theta_l with theta_l(0) = 0."""
    j, _, y, _ = riccati(l, x)
    angle = np.arctan2(j, -y)
    middle = (np.searchsorted(ZEROS[l], x) + 0.5) * PI
    return angle + 2 * PI * np.round((middle - angle) / (2 * PI))


def phase_shift(l, k, depth):
    """Absolute phase shift: matching at r=1, branch from interior nodes."""
    q = np.sqrt(k * k + depth)
    j, jd, y, yd = riccati(l, k)
    u, ud = riccati(l, q)[:2]
    slope = q * ud / k
    regular = u * yd - slope * y
    irregular = slope * j - u * jd
    angle = np.arctan2(-irregular, regular)
    middle = (np.searchsorted(ZEROS[l], q) + 0.5) * PI
    turns = np.round((middle - free_phase(l, k) - angle) / (2 * PI))
    return angle + 2 * PI * turns


def bound_kappas(l, depth):
    """Decay constants kappa of the bound states, E = -kappa^2."""
    g = np.sqrt(depth)

    def mismatch(kappa):
        q = np.sqrt(depth - kappa**2)
        u, ud = riccati(l, q)[:2]
        w = kappa * spherical_kn(l, kappa)
        wd = (spherical_kn(l, kappa)
              + kappa * spherical_kn(l, kappa, derivative=True))
        return kappa**l * (q * ud * w - u * kappa * wd)

    grid = np.geomspace(1e-6, g * (1 - 1e-6), 400)
    f = mismatch(grid)
    hits = np.where(f[:-1] * f[1:] < 0)[0]
    return np.array([brentq(mismatch, grid[i], grid[i + 1], xtol=1e-14)
                     for i in hits])


@lru_cache(None)
def momentum_grid(l, beta):
    """Gauss panels, graded toward k = 0 to resolve threshold structure."""
    if l == 0:
        edges = np.concatenate([[0.0], np.geomspace(1e-7, 6.5, 140)])
    else:
        edges = np.geomspace(1e-5, 6.5, 140)
    s, w = leggauss(12)
    half = np.diff(edges)[:, None] / 2
    k = (edges[:-1, None] + half * (1 + s)).ravel()
    return k / np.sqrt(beta), (half * w).ravel() / np.sqrt(beta)


def trace_phase(l, depth, beta=1.0):
    """Delta_l from bound states and the phase shift itself."""
    k, w = momentum_grid(l, beta)
    delta = phase_shift(l, k, depth)
    bound = np.sum(np.expm1(beta * bound_kappas(l, depth)**2))
    return bound + beta / PI * np.sum(w * 2 * k * delta * np.exp(-beta*k*k))


def separate_parts(l, depth, beta=1.0):
    """Bound sum and continuum integral over the derivative of the phase."""
    k, w = momentum_grid(l, beta)
    h = 1e-4
    derivative = (phase_shift(l, k * (1 + h), depth)
                  - phase_shift(l, k * (1 - h), depth)) / (2 * h * k)
    continuum = np.sum(w * derivative * np.exp(-beta * k * k)) / PI
    return np.sum(np.exp(beta * bound_kappas(l, depth)**2)), continuum


# ---- polynomial basis on [0,1] and [1,BOX], zero at both ends ----
def make_basis():
    sizes, ends = (16, 50), ((0.0, 1.0), (1.0, BOX))
    total = 1 + sum(sizes)
    radii, weights, values, slopes = [], [], [], []
    start = 1
    for n, (left, right), sign in zip(sizes, ends, (1, -1)):
        s, w = leggauss(n + 8)
        jac = (right - left) / 2
        p = legvander(s, n + 1)
        order = 2 * np.arange(n) + 3
        norm = np.sqrt(2.0 * order)
        f, fd = np.zeros((len(s), total)), np.zeros((len(s), total))
        f[:, 0], fd[:, 0] = (1 + sign * s) / 2, sign / (2 * jac)
        f[:, start:start + n] = (p[:, 2:] - p[:, :-2]) / norm
        fd[:, start:start + n] = order * p[:, 1:-1] / norm / jac
        start += n
        radii.append(left + jac * (1 + s))
        weights.append(jac * w)
        values.append(f)
        slopes.append(fd)
    return (np.concatenate(radii), np.concatenate(weights),
            np.vstack(values), np.vstack(slopes))


R_PTS, R_WTS, PHI, DPHI = make_basis()
OVERLAP = PHI.T @ (R_WTS[:, None] * PHI)
INSIDE = PHI.T @ ((R_WTS * (R_PTS < 1))[:, None] * PHI)
KINETIC = DPHI.T @ (R_WTS[:, None] * DPHI)


@lru_cache(None)
def box_solution(l, depth):
    barrier = PHI.T @ ((R_WTS * l * (l + 1) / R_PTS**2)[:, None] * PHI)
    return eigh(KINETIC + barrier - depth * INSIDE, OVERLAP)


def trace_box(l, depth, beta=1.0):
    return np.sum(np.exp(-beta * box_solution(l, depth)[0])
                  - np.exp(-beta * box_solution(l, 0.0)[0]))


# ---- level counting and the absolute phase ----
for l, depth in ((0, 4.0), (1, 12.0), (2, 4.0)):
    levels = box_solution(l, depth)[0]
    for energy in (0.3, 1.7, 5.2, 11.0):
        k = np.sqrt(energy)
        count = np.floor((free_phase(l, k * BOX)
                          + phase_shift(l, k, depth)) / PI)
        assert np.sum(levels < energy) == count
assert abs(box_solution(0, 4.0)[0][0] + bound_kappas(0, 4.0)[0]**2) < 1e-4

for l, k, depth in ((0, 0.3, 4.0), (1, 0.7, 12.0), (2, 1.5, 4.0)):
    def phase_equation(r, d):
        j, _, y, _ = riccati(l, k * r)
        return depth / k * (np.cos(d) * j - np.sin(d) * y)**2
    path = solve_ivp(phase_equation, (0.01, 1.0), [0.0], method="DOP853",
                     rtol=1e-10, atol=1e-13)
    assert abs(path.y[0, -1] - phase_shift(l, k, depth)) < 1e-5
assert abs(phase_shift(0, 60.0, 4.0)) < 0.05

# ---- free exchange term and statistical prefactors ----
exchange = 0.5 * quad(lambda r: 4 * PI * r * r * np.exp(-r * r)
                      / (4 * PI)**1.5, 0, np.inf)[0]
assert abs(2**1.5 * exchange - 2**-2.5) < 1e-10
lam = np.sqrt(2 * PI)


def weighted_sum(depth, step, method=trace_phase):
    return sum((2 * l + 1) * method(l, depth)
               for l in range(0, LMAX + 1, step))


h = 0.01
weak_all = 2 * weighted_sum(h, 1) / h - weighted_sum(2 * h, 1) / (2 * h)
weak_even = 2 * weighted_sum(h, 2) / h - weighted_sum(2 * h, 2) / (2 * h)
classical = -0.5 * 4 * PI / 3
assert abs(-lam**3 * 2**1.5 * weak_all / 2 / classical - 1) < 2e-4
even_direct = quad(lambda r: 4 * PI * r * r * (1 + np.exp(-r * r)) / 2
                   / (4 * PI)**1.5, 0, 1)[0]
assert abs(weak_even / even_direct - 1) < 2e-4

# ---- summable bound on the partial waves ----
depth_s = (PI / 2)**2
kernel_weights = [quad(lambda r: r / 2 * ive(l + 0.5, r * r / 2), 0, 1)[0]
                  for l in range(LMAX + 1)]
for l in range(0, 7):
    limit = depth_s * np.exp(depth_s) * kernel_weights[l]
    assert 0 < trace_box(l, depth_s) < limit
kernel_sum = sum((2 * l + 1) * c for l, c in enumerate(kernel_weights))
assert abs(kernel_sum - 4 * PI / 3 / (4 * PI)**1.5) < 1e-8

# ---- s-wave crossing ----
print("Inputs: range d = 1, k_B T = 1 eps, box radius = %.0f d" % BOX)
print("Thermal wavelength lambda = %.5f d" % lam)
print("s-wave critical g = %.6f, depth = %.6f eps" % (PI / 2, depth_s))
print("s wave, dimensionless parts (extra = threshold term):")
print("g/gc   bound    continuum extra total    box")
ratios = (0.9, 0.99, 0.999, 1.0, 1.001, 1.01, 1.1)
for ratio in ratios:
    depth = (ratio * PI / 2)**2
    bound, continuum = separate_parts(0, depth)
    extra = 0.5 if ratio == 1.0 else 0.0
    total, box = trace_phase(0, depth), trace_box(0, depth)
    assert abs(total - box) < 1e-6
    assert abs(bound + continuum + extra - total) < 2e-5
    print("%.3f %8.5f %9.5f %4.1f %9.5f %9.5f"
          % (ratio, bound, continuum, extra, total, box))

print("s-wave phase over pi, and bound energy in eps:")
print("g/gc   k=1e-7/d  k=0.5/d   E_bound")
for ratio in ratios:
    depth = (ratio * PI / 2)**2
    low = phase_shift(0, 1e-7, depth) / PI
    mid = phase_shift(0, 0.5, depth) / PI
    expected = 0.5 if ratio == 1.0 else float(ratio > 1)
    assert abs(low - expected) < 1e-3
    kappas = bound_kappas(0, depth)
    energy = "%.4e" % -kappas[0]**2 if len(kappas) else "none"
    print("%.3f %9.5f %9.5f   %s" % (ratio, low, mid, energy))

# ---- virial coefficient of spinless bosons ----
print("Boson B2 in d^3 from phases, from box:")
for ratio in ratios:
    depth = (ratio * PI / 2)**2
    b2 = 2**-2.5 + 2**1.5 * weighted_sum(depth, 2)
    b2_box = 2**-2.5 + 2**1.5 * weighted_sum(depth, 2, trace_box)
    assert abs(b2 - b2_box) < 1e-5
    print("g/gc = %.3f: %10.4f %10.4f"
          % (ratio, -lam**3 * b2, -lam**3 * b2_box))
print("Free boson B2 = %.4f d^3" % (-lam**3 * 2**-2.5))
print("Size of false jump if bound term is dropped = %.4f d^3"
      % (lam**3 * 2**1.5))
for l in (0, 2, 4):
    print("At gc: (2l+1) Delta_l for l=%d = %.4e"
          % (l, (2 * l + 1) * trace_phase(l, depth_s)))

# ---- equal slopes on the two sides of threshold ----
step = 0.02
f0 = trace_phase(0, depth_s)
right = (-3 * f0 + 4 * trace_phase(0, depth_s + step)
         - trace_phase(0, depth_s + 2 * step)) / (2 * step)
left = (3 * f0 - 4 * trace_phase(0, depth_s - step)
        + trace_phase(0, depth_s - 2 * step)) / (2 * step)
levels, vectors = box_solution(0, depth_s)
inside = np.sum(vectors * (INSIDE @ vectors), axis=0)
slope_box = np.sum(inside * np.exp(-levels))
assert abs(left - slope_box) < 2e-4 and abs(right - slope_box) < 2e-4
print("s-wave slope dDelta/d(depth), 1/eps: left %.4f, right %.4f"
      % (left, right))
print("Same slope from box wave functions = %.4f 1/eps" % slope_box)

# ---- p-wave crossing: zero-energy state is normalizable ----
print("p wave, critical g = %.6f:" % PI)
print("g/gc   bound    continuum extra total    box")
for ratio in (0.99, 1.0, 1.01):
    depth = (ratio * PI)**2
    bound, continuum = separate_parts(1, depth)
    extra = 1.0 if ratio == 1.0 else 0.0
    total, box = trace_phase(1, depth), trace_box(1, depth)
    assert abs(total - box) < 1e-5
    assert abs(bound + continuum + extra - total) < 5e-5
    print("%.3f %8.5f %9.5f %4.1f %9.5f %9.5f"
          % (ratio, bound, continuum, extra, total, box))

# ---- zero-range form and approach to it at low temperature ----
def zero_range(x):
    return 0.5 * np.exp(x * x) * (1 + erf(x))


for a in (-3.0, 3.0):
    integral = quad(lambda k: -a / (1 + (a * k)**2) * np.exp(-k * k),
                    0, np.inf)[0] / PI
    direct = integral + (np.exp(1 / a**2) if a > 0 else 0.0)
    assert abs(direct - zero_range(1 / a)) < 1e-8
    print("Zero range, a = %+.0f d: Delta_0 = %.6f" % (a, direct))

for a in (-1000.0, 1000.0):
    g = brentq(lambda t: t * (1 - a) * np.cos(t) - np.sin(t), 1.4, 1.7,
               xtol=1e-15)
    well = trace_phase(0, g * g, 1e6)
    assert abs(well - zero_range(1000.0 / a)) < 0.01
    print("Well, beta=1e6/eps, a=%+.0f d: %.5f; zero range %.5f"
          % (a, well, zero_range(1000.0 / a)))

k_small = 0.01
r_eff = 2 / (k_small * np.tan(phase_shift(0, k_small, depth_s)))
cold = trace_phase(0, depth_s, 1e4)
predicted = 0.5 - r_eff / (4 * np.sqrt(PI * 1e4))
assert abs(cold - predicted) < 1e-5
print("Effective range at gc = %.4f d" % r_eff)
print("At gc, beta=1e4/eps: Delta_0 = %.6f, predicted %.6f"
      % (cold, predicted))

print("finished without a failed check")
```

Running it gives:

```
Inputs: range d = 1, k_B T = 1 eps, box radius = 10 d
Thermal wavelength lambda = 2.50663 d
s-wave critical g = 1.570796, depth = 2.467401 eps
s wave, dimensionless parts (extra = threshold term):
g/gc   bound    continuum extra total    box
0.900  0.00000   0.25052  0.0   0.25052   0.25052
0.990  0.00000   0.34964  0.0   0.34964   0.34964
0.999  0.00000   0.36162  0.0   0.36162   0.36162
1.000  0.00000  -0.13702  0.5   0.36298   0.36298
1.001  1.00001  -0.63567  0.0   0.36434   0.36434
1.010  1.00061  -0.62375  0.0   0.37686   0.37686
1.100  1.05998  -0.52833  0.0   0.53165   0.53165
s-wave phase over pi, and bound energy in eps:
g/gc   k=1e-7/d  k=0.5/d   E_bound
0.900   0.00000   0.27371   none
0.990   0.00000   0.40524   none
0.999   0.00001   0.41923   none
1.000   0.50000   0.42078   none
1.001   0.99999   0.42233   -6.0852e-06
1.010   1.00000   0.43626   -6.0598e-04
1.100   1.00000   0.56223   -5.8251e-02
Boson B2 in d^3 from phases, from box:
g/gc = 0.900:   -14.1794   -14.1794
g/gc = 0.990:   -18.6534   -18.6534
g/gc = 0.999:   -19.1932   -19.1932
g/gc = 1.000:   -19.2544   -19.2544
g/gc = 1.001:   -19.3158   -19.3158
g/gc = 1.010:   -19.8800   -19.8800
g/gc = 1.100:   -26.8458   -26.8458
Free boson B2 = -2.7842 d^3
Size of false jump if bound term is dropped = 44.5466 d^3
At gc: (2l+1) Delta_l for l=0 = 3.6298e-01
At gc: (2l+1) Delta_l for l=2 = 6.7289e-03
At gc: (2l+1) Delta_l for l=4 = 2.6294e-05
s-wave slope dDelta/d(depth), 1/eps: left 0.2757, right 0.2757
Same slope from box wave functions = 0.2757 1/eps
p wave, critical g = 3.141593:
g/gc   bound    continuum extra total    box
0.990  0.00000   0.72938  0.0   0.72938   0.72938
1.000  0.00000  -0.18601  1.0   0.81398   0.81398
1.010  1.08092  -0.17003  0.0   0.91089   0.91089
Zero range, a = -3 d: Delta_0 = 0.356126
Zero range, a = +3 d: Delta_0 = 0.761393
Well, beta=1e6/eps, a=-1000 d: 0.21372; zero range 0.21379
Well, beta=1e6/eps, a=+1000 d: 2.50714; zero range 2.50449
Effective range at gc = 1.0000 d
At gc, beta=1e4/eps: Delta_0 = 0.498590, predicted 0.498590
finished without a failed check
```
